\section*{Equilibrium Critical Thickness of a Strained Film and Its Implicit Logarithm}

\section{Definitions and conventions}

A coherent film of thickness $h$ lies on a thick substrate. Both are isotropic with the same shear modulus $\mu$ and Poisson ratio $\nu$. Depth $z$ is measured from the free surface, so the interface is at $z=h$. A straight dislocation runs along $y$; $x$ is the in-plane normal to it.

The unstrained film lattice is larger than that of the substrate by the fraction $f>0$, so the film is in compression. For a film in tension, reverse the signs of the misfit and of $b_x$; the result is the same.

The Burgers vector has length $b$, edge parts $b_x,b_z$ and screw part $b_s$. It is the integral of the elastic displacement gradient around the line, taken in the sense from $x$ to $z$. With $\beta$ the angle between Burgers vector and line,
\begin{equation}
b_s=b\cos\beta,\qquad b_x^2+b_z^2=b^2\sin^2\beta,\qquad b_x=b\cos\lambda>0 .
\end{equation}
Energies of a line are per unit length. With lengths in nm and moduli in GPa they come out in $\mathrm{GPa\,nm^2}=\mathrm{nN}$.

The equilibrium critical thickness $h_c$ is the thickness at which one isolated misfit dislocation at the interface costs no net energy. It is the thickness above which lengthening a single misfit line lowers the energy, not a prediction of when a growing film relaxes.

\section{Strain energy released by one line}

With $\sigma_{zz}=0$, Hooke's law for in-plane elastic strains gives
\begin{equation}
\sigma_{xx}=\frac{2\mu}{1-\nu}(\epsilon_x+\nu\epsilon_y),\qquad
w=\frac{\mu}{1-\nu}\left(\epsilon_x^2+\epsilon_y^2+2\nu\epsilon_x\epsilon_y\right),
\end{equation}
where $w$ is the energy density. For equal strains of magnitude $f$, the stress magnitude is $Mf$ and the energy per area is $Mf^2h$, with
\begin{equation}
M=\frac{2\mu(1+\nu)}{1-\nu}.
\end{equation}
Lines of density $\rho$ (number per length along $x$) reduce the mean strain $\epsilon_x$ from $f$ to $f-\rho b_x$. Since $\partial w/\partial\epsilon_x=Mf$ at $\epsilon_x=\epsilon_y=f$, the energy per area falls by $Mfb_xh\,\rho$ to first order, which is $Mfb_xh$ per line.

The averaging can be avoided. Let $\sigma^d$ be the dislocation stress and $\epsilon^*$ the misfit eigenstrain, with $\epsilon^*_{xx}=\epsilon^*_{yy}=f$ in the film. The elastic misfit strain is a compatible strain minus $\epsilon^*$. The compatible part does no work against $\sigma^d$, which is in equilibrium and leaves the surface free of traction. The cross term in the elastic energy is therefore
\begin{equation}
E_{\rm int}=-f\int_0^h\!dz\int_{-\infty}^{\infty}\!dx\,(\sigma^d_{xx}+\sigma^d_{yy}).
\label{eq:int}
\end{equation}
An eigenstrain $\epsilon^*_{zz}$ would add nothing: equilibrium makes $\int\sigma^d_{zz}dx$ independent of $z$, and it vanishes at the surface.

The edge parts are in plane strain, so $\sigma^d_{yy}=\nu(\sigma^d_{xx}+\sigma^d_{zz})$ and $2\mu\epsilon_{xx}=(1-\nu)\sigma^d_{xx}-\nu\sigma^d_{zz}$. The screw part has no normal stresses. Far from the line and its image the strain falls as the inverse square of distance, so a distant return path through the substrate adds nothing to the Burgers circuit. Hence $\int\epsilon_{xx}dx=b_x$ for $z<h$ and zero for $z>h$, and
\begin{equation}
\int\sigma^d_{xx}\,dx=\frac{2\mu b_x}{1-\nu}\quad(z<h),\qquad
\int\sigma^d_{xx}\,dx=0\quad(z>h).
\label{eq:force}
\end{equation}
Multiplying by $1+\nu$ to include $\sigma^d_{yy}$ gives $Mb_x$, and
\begin{equation}
E_{\rm int}=-Mfb_xh .
\end{equation}

\section{Energy of a line below a free surface}

\subsection{Origin of the logarithm}

Outside the core, the elastic problem of a line below a free surface contains one length, $h$. The surface attracts the line with a force per length that has the dimension $\mu b^2/\text{length}$, so it must be $K/h$ with $K$ independent of $h$. Moving the line deeper costs $dW=K\,dh/h$, hence $W=K\ln h+\text{const}$. The stress fields supply $K$ and show what the constant contains.

\subsection{Stress fields}

Let $r_1^2=x^2+(z-h)^2$, $r_2^2=x^2+(z+h)^2$ and $D=\mu/[2\pi(1-\nu)]$. The edge parts have the Airy functions
\begin{align}
\phi_x&=-Db_x\left[(z-h)\ln\frac{r_1}{r_2}-\frac{2hz(z+h)}{r_2^2}\right],\\
\phi_z&=Db_z\,x\left[\ln\frac{r_1}{r_2}+\frac{2hz}{r_2^2}\right],
\end{align}
with $\sigma_{xx}=\partial_z^2\phi$, $\sigma_{zz}=\partial_x^2\phi$ and $\sigma_{xz}=-\partial_x\partial_z\phi$. Each term is a harmonic function times a linear one, hence biharmonic. At $z=0$ both functions vanish. Their $z$ derivatives vanish there too, because $\partial_z\ln(r_1/r_2)=-2h/(x^2+h^2)$ is cancelled by the derivative of the last term. The surface therefore carries no traction.

The prefactor follows from Eq.~\eqref{eq:force}. With $\zeta=z-h$, the singular part of $\phi_x$ gives
\begin{equation}
\int\sigma_{xx}\,dx=-Db_x\,\zeta\int\frac{3x^2+\zeta^2}{(x^2+\zeta^2)^2}\,dx=-2\pi Db_x\,\mathrm{sgn}\,\zeta .
\end{equation}
The drop across $z=h$ is $4\pi Db_x$, which must equal $2\mu b_x/(1-\nu)$. This fixes $D$. Rotating the singular part by $90^\circ$ gives that of $\phi_z$.

For the screw part, one image of opposite sign cancels $\sigma_{yz}$ at the surface:
\begin{equation}
\sigma_{xy}=\frac{\mu b_s}{2\pi}\left[-\frac{z-h}{r_1^2}+\frac{z+h}{r_2^2}\right].
\end{equation}

\subsection{Work on the cut}

Create the line by cutting the plane $x=0$ from the surface to a distance $r_0\ll h$ from the line and displacing the faces relative to each other by the Burgers vector. The traction grows linearly from zero, so
\begin{equation}
W=\frac12\int_0^{h-r_0}(b_x\sigma_{xx}+b_z\sigma_{xz}+b_s\sigma_{xy})_{x=0}\,dz .
\end{equation}
Cross terms between $b_x$ and $b_z$ vanish, since the stresses concerned are odd in $x$. For $b_x$ the integral is the end value of
\begin{equation}
\partial_z\phi_x=-Db_x\left[\ln\frac{h-z}{h+z}+1-\frac{z-h}{z+h}-\frac{2h^2}{(z+h)^2}\right],
\end{equation}
because this vanishes at $z=0$. As $z\to h$ the last three terms tend to $1-0-\tfrac12$. For $b_z$ the integral is $-\partial_x\phi_z$ at the end point, where
\begin{equation}
\partial_x\phi_z=Db_z\left[\ln\frac{h-z}{h+z}+\frac{2hz}{(h+z)^2}\right].
\end{equation}
For the screw the integrand is $1/(h-z)+1/(h+z)$. To leading order in $r_0/h$,
\begin{align}
\int\sigma_{xx}dz&=Db_x\left(\ln\frac{2h}{r_0}-\frac12\right),\\
\int\sigma_{xz}dz&=Db_z\left(\ln\frac{2h}{r_0}-\frac12\right),\\
\int\sigma_{xy}dz&=(1-\nu)Db_s\ln\frac{2h}{r_0}.
\end{align}
Since $b_x^2+b_z^2+(1-\nu)b_s^2=b^2(1-\nu\cos^2\beta)$,
\begin{equation}
W=K\ln\frac{2h}{r_0}-\frac{\mu(b_x^2+b_z^2)}{8\pi(1-\nu)},\qquad
K=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)} .
\end{equation}
The core region and the work of the tractions on its surface add an energy $E_c$ that does not depend on $h$ when $h$ is much larger than the core. All constants are collected in one number $\alpha$:
\begin{equation}
W+E_c=K\ln\frac{\alpha h}{b},\qquad
\ln\alpha=\ln\frac{2b}{r_0}-\frac{\mu(b_x^2+b_z^2)}{8\pi(1-\nu)K}+\frac{E_c}{K}.
\end{equation}
Continuum elasticity does not supply $\alpha$; it needs an atomistic calculation or a calibration.

\section{The balance and its solution}

The net energy of the line is
\begin{equation}
G(h)=K\ln\frac{\alpha h}{b}-Mfb_xh .
\end{equation}
Setting $G=0$ and dividing by $Mfb_x$, from which $\mu$ cancels, gives
\begin{equation}
\boxed{\,h_c=L\ln\frac{\alpha h_c}{b},\qquad
L=\frac{K}{Mfb_x}=\frac{b(1-\nu\cos^2\beta)}{8\pi(1+\nu)f\cos\lambda}\,}
\label{eq:main}
\end{equation}

The condition $G'(h)=K/h-Mfb_x=0$ gives $h=L$ instead. There $G$ has its maximum, so $L$ must not be used as the critical thickness. The maximum also has a physical meaning. For a line at depth $d$ inside a thicker film, the integral in Eq.~\eqref{eq:int} stops at $d$, and the energy is $G(d)$. A straight line brought in from the surface must pass the maximum at $d=L$ even when $h>h_c$. Below the interface the gain stays at $Mfb_xh$ while the cost keeps rising, so for $h>L$ a straight line at the interface sits in a local minimum; for $L<h<h_c$ it is metastable, with $G>0$. This barrier belongs to an infinitely long straight line. Real films relax by finite loops or by glide of existing threading segments, whose barriers are not computed here. Equilibrium can thus permit relaxation before kinetics deliver it.

\subsection{Why the solution is implicit}

With $u=\alpha h_c/b$ and $\Lambda=\alpha L/b$, Eq.~\eqref{eq:main} becomes
\begin{equation}
u=\Lambda\ln u .
\end{equation}
The released energy is proportional to the thickness of strained material. The cost depends on the same thickness through the range of the dislocation field, which the free surface cuts off. The unknown therefore stands both outside and inside a logarithm. A line energy independent of $h$ would give an explicit $h_c\propto1/f$. The inverse question is also explicit: the misfit at which a given $h$ is critical follows by solving Eq.~\eqref{eq:main} for $f$.

Put $u=e^{-w}$. Then $e^{-w}=-\Lambda w$, or $we^w=-1/\Lambda$, which defines the Lambert function:
\begin{equation}
h_c=-L\,W_{-1}(-1/\Lambda).
\end{equation}
The function $\ln u/u$ has its maximum $1/e$ at $u=e$. For $\Lambda>e$ there are two roots, one on each side of $u=e$. The branch $W_{-1}$ gives the larger. The smaller has $u<e$, that is $h<eb/\alpha$. For $\alpha\ge1$ this is of core size, where the line energy formula does not hold, and the root is discarded. For $\Lambda<e$ there is no root: the model has left its range, and this must not be reported as a critical thickness of zero.

\subsection{Sensitivities, iteration and the small-misfit limit}

Since $L\propto1/f$, the logarithm of Eq.~\eqref{eq:main} varies as $d\ln h_c=-d\ln f+(d\ln h_c+d\ln\alpha)/\ln u$. Therefore
\begin{equation}
\frac{\partial\ln h_c}{\partial\ln f}=-\frac{\ln u}{\ln u-1},\qquad
\frac{\partial\ln h_c}{\partial\ln\alpha}=\frac{1}{\ln u-1}.
\end{equation}
The critical thickness falls faster than $1/f$, because a thinner film also has a cheaper dislocation. The local exponent tends to $-1$ as $f\to0$.

The iteration $h\to L\ln(\alpha h/b)$ has slope $L/h_c=1/\ln u$ at a root. This is below one at the larger root, which attracts, and above one at the smaller, which repels. The starting value $h=L$ lies between the roots when $\Lambda>e$. The map is increasing and lies above the diagonal there, so the iterates rise to $h_c$ without overshoot. Two steps from $h=L$ give
\begin{equation}
h_c\approx L(\ln\Lambda+\ln\ln\Lambda),
\end{equation}
the leading form for large $\Lambda$. An implementation should check $\Lambda>e$ first, then iterate from $L$ or evaluate $W_{-1}$.

\section{Could a parallel set form earlier?}

An identical line at distance $s$ has interaction energy $\int_0^h b_i\sigma_{ix}(s,z)\,dz$ with the first. There is no factor one half, because the stress of the first line is already present. Define
\begin{equation}
R^2=s^2+4h^2,\qquad t=\frac{4h^2}{R^2},\qquad q=\ln\frac Rs=-\tfrac12\ln(1-t).
\end{equation}
The integrals again reduce to end values at $z=h$:
\begin{align}
b_x\partial_z\phi_x&=Db_x^2\left[q+\frac{6h^2}{R^2}-\frac{16h^4}{R^4}\right]=Db_x^2\left(q+\tfrac32t-t^2\right),\\
-b_z\partial_x\phi_z&=Db_z^2\left[q-\tfrac t2-1+\frac{s^2}{R^2}+\frac{4h^2s^2}{R^4}\right]=Db_z^2\left(q-\tfrac t2-t^2\right),
\end{align}
where $s^2/R^2=1-t$ was used. The screw part gives $(1-\nu)Db_s^2q$. The cross terms $-b_z\partial_x\phi_x$ and $b_x\partial_z\phi_z$ are $\pm8Db_xb_zh^3s/R^4$ and cancel. The pair energy is
\begin{equation}
E_{12}=D\left[b_x^2\left(q+\tfrac32t-t^2\right)+b_z^2\left(q-\tfrac t2-t^2\right)+(1-\nu)b_s^2q\right].
\end{equation}

If $E_{12}>0$ at every distance, a parallel set costs more than its isolated lines, and none is favourable while $G>0$. Once $G<0$, a sufficiently dilute set lowers the energy, so the thresholds coincide. The sign must be checked for each dislocation type, since the $b_z$ part alone is attractive at large $s$.

For $s\gg h$, $q\approx t/2$ and $E_{12}\approx Ah^2/s^2$ with $A=D[8b_x^2+2(1-\nu)b_s^2]$. A set of spacing $1/\rho$ then has energy per area
\begin{equation}
\rho\left(G+C\rho^2\right),\qquad C=Ah^2\sum_{n\ge1}\frac1{n^2}=\frac{\pi^2}{6}Ah^2 .
\end{equation}
Just above $h_c$ the minimum is at $\rho=\sqrt{-G/(3C)}$. As $G$ passes through zero linearly, the density starts as the square root of the excess thickness. The interaction is of order $\rho^3$; the $\rho^2$ term found by inserting $f-\rho b_x$ into the mean-strain energy does not describe widely spaced lines.

\section{Worked example}

The parameters are round model values: $\mu=50$~GPa, $\nu=0.3$, $b=0.4$~nm, $f=1\%$ and $\alpha=4$. The dislocation is of $60^\circ$ type, with $b_x=b_s=b/2$ and $b_z=b/\sqrt2$. If $r_0=b$, this $\alpha$ implies $E_c=0.92$~nN. Then
\begin{align}
Mf&=\frac{2(50)(1.3)}{0.7}(0.01)=1.857~\mathrm{GPa},\\
K&=\frac{50(0.4)^2(0.925)}{4\pi(0.7)}=0.841~\mathrm{nN},\\
L&=\frac{0.841}{1.857\times0.2}=2.265~\mathrm{nm},\qquad
\Lambda=\frac{4\times2.265}{0.4}=22.65 .
\end{align}
The iterates from $L$ are 2.27, 7.07, 9.64, 10.35, 10.51, 10.54 and 10.55~nm. The second step, which is the small-misfit form, is 9\% below the root. The result is
\begin{equation}
h_c=2.265\times4.659=10.55~\mathrm{nm}\quad(105.5~\text{\AA}).
\end{equation}
At this thickness cost and gain are both 3.92~nN. The net energy is $+1.43$~nN at 5~nm and $-2.97$~nN at 20~nm, with a maximum of 1.78~nN at $h=L$. The discarded root is 0.10~nm, smaller than $b$. A root search on numerically integrated stress fields, with the core constant fixed at one large thickness, also gives 10.55~nm. This tests the elastic derivation, not the choice of $\alpha$.

That choice limits the accuracy: $\alpha=2$ gives 8.5~nm and $\alpha=8$ gives 12.5~nm, about 20\% to either side. The dependence on misfit is
\begin{center}
\begin{tabular}{cccc}
$f$ (\%) & $h_c$ (nm) & $\ln u$ & local exponent\\
0.5 & 25.0 & 5.52 & $-1.22$\\
1.0 & 10.6 & 4.66 & $-1.27$\\
2.0 & 4.2 & 3.75 & $-1.36$\\
4.0 & 1.6 & 2.74 & $-1.57$
\end{tabular}
\end{center}
No single power law is exact, since the exponent drifts. Over this range $h_c\propto f^{-1.33}$ reproduces the four values to about 4\%, but it should not be extrapolated. The roots merge at $f=8.3\%$, where $h=0.27$~nm is less than $b$; the continuum description has failed before that. At $f=4\%$ the film is only about four Burgers vectors thick, and the value is a rough estimate.

For this dislocation $E_{12}/(Db^2)=0.925q+0.125t-0.75t^2$. Its derivative with respect to $t$ is $0.4625/(1-t)+0.125-1.5t$, with minimum value 0.29 at $t\approx0.44$. Hence $E_{12}$ is positive and falls steadily with distance; at $s=h=h_c$ it is 0.66~nN. No parallel set of identical lines precedes the isolated one. Lines with the same $b_x$ but opposite $b_z$ and $b_s$ are a different case. The coefficient of $q$ in their pair energy is $D[b_x^2-b_z^2-(1-\nu)b_s^2]=-0.425\,Db^2$, so they attract at short distance, and a close pair can become favourable below $h_c$. If the two merge into one edge line with $b_x=b$, Eq.~\eqref{eq:main} with the same $\alpha$ gives a threshold of only 4.7~nm. The value 10.55~nm therefore holds for an isolated $60^\circ$ line and for sets of identical ones, not for every arrangement. For identical lines at $1.1h_c$, the lowest energy is at a spacing of about 90~nm, which relieves a mean strain of 0.22\% out of 1\%.

\section{Limits of use}

Different film and substrate moduli, elastic anisotropy and surface steps change the line energy and are not included. Each crossing of two perpendicular lines has a finite interaction energy, so crossing sets interact at second order in density. This leaves the threshold for an isolated line unchanged, but whether a crossing pattern could be favourable earlier is not decided here.

In stress monitoring, the film force per width along $x$ has magnitude $Mfh$ while the film is coherent. By Eq.~\eqref{eq:force}, lines of density $\rho$ reduce it by $2\mu b_x\rho h/(1-\nu)$. Surface roughening, intermixing and a drift of composition during growth can also change the force. If such causes are excluded, a departure from the coherent straight line of force against thickness indicates that dislocations have formed in measurable number. It does not measure $h_c$, because nucleation, glide and detection limit can all delay it. The numerical output lists the main computed values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
shear modulus = 50 GPa
Poisson ratio = 0.3
Burgers vector length b = 0.4 nm
b_x, b_z, b_s = 0.2000, 0.2828, 0.2000 nm
core parameter alpha = 4.0 (dimensionless)
misfit f = 1.0 %
biaxial modulus M = 185.71 GPa
misfit stress = 1.8571 GPa
line energy factor K = 0.8412 nN
K converted = 5.251 eV/nm
alpha for r0 = b without core energy = 1.3334
core energy implied by chosen alpha, r0 = b: 0.9242 nN
length L = 2.2649 nm
Lambda = alpha L/b = 22.649 (dimensionless)
critical thickness h_c = 10.552 nm
h_c converted = 105.52 angstrom
h_c from integrated stress fields = 10.552 nm
spurious smaller root = 0.1047 nm
ln(alpha h_c/b) = 4.6589
line cost at h_c = 3.9193 nN
strain energy gain at h_c = 3.9193 nN
maximum net energy, at h = L: 1.7835 nN
net energy at h = 5 nm: 1.4338 nN
net energy at h = 20 nm: -2.9714 nN
iterate 0: h = 2.265 nm
iterate 1: h = 7.067 nm
iterate 2: h = 9.644 nm
iterate 3: h = 10.348 nm
iterate 4: h = 10.508 nm
iterate 5: h = 10.542 nm
iterate 6: h = 10.550 nm
error contraction per iteration near h_c = 0.2146
d ln h_c / d ln f = -1.2733
d ln h_c / d ln alpha = 0.2733
h_c for alpha = 2: 8.489 nm
h_c for alpha = 8: 12.507 nm
largest misfit with a root = 8.332 %
merged root there = 0.2718 nm
f = 0.5 %: h_c = 25.014 nm, log = 5.522, exponent = -1.221
f = 1.0 %: h_c = 10.552 nm, log = 4.659, exponent = -1.273
f = 2.0 %: h_c = 4.245 nm, log = 3.748, exponent = -1.364
f = 4.0 %: h_c = 1.553 nm, log = 2.743, exponent = -1.574
pair energy at separation h_c, h = h_c: 0.6627 nN
best spacing of one parallel set at 1.1 h_c = 89.6 nm
mean strain relieved by that set = 0.223 %
\end{verbatim}
